Contact angles of copper on liners from adhesion energies

**Problem**

A copper film 3 nm thick lies on a flat liner, as a seed layer does in a chip interconnect. Copper has surface energy γ = 1.7 J/m². Five liners have the following works of adhesion W to copper:

- weak, oxide-like: 0.8 J/m²
- middling, nitride-like: 1.7 J/m²
- strong, clean metals A, B and C: 2.8, 3.2 and 3.6 J/m²

The work of adhesion is the reversible work per unit area needed to separate the interface into a free copper surface and a bare liner surface. With γ_L the surface energy of the bare liner and γ_i the energy of the interface,

W = γ + γ_L − γ_i.

(a) Find the equilibrium contact angle θ, measured through the copper, on each liner.
(b) Find the smallest W at which copper wets the liner completely, that is, spreads without limit.
(c) Where wetting is incomplete, does the 3 nm film break up at once?

Take γ to be the same for all surface orientations, the liner to be rigid, and the copper to be free of stress and able to rearrange at constant volume. Neglect gravity.

**A tempting solution**

Let the copper spread over one more unit of liner area. It gains a new top surface, which costs γ, and a new bond to the liner, which returns W. The change is γ − W per unit area, so copper wets completely when W ≥ γ = 1.7 J/m². Four of the five liners pass.

**The fault**

Apply the same reasoning to copper on copper. Splitting a copper crystal creates two copper surfaces, so here W = 2γ. The argument then gives a change of γ − 2γ = −γ: every added copper layer would release an energy γ per unit area. But a wide layer laid on copper only moves the free surface upwards, and the true change is zero.

The error lies in the starting point of W. This work is counted from two free surfaces, one of copper and one of liner. Before W can be credited, the copper must already have a free underside, and that underside also costs γ. The correct change for a wide, thin layer is

γ (top) + γ (underside) − W = 2γ − W.

For copper on copper this vanishes, as it should. The contact angle follows when the same bookkeeping is applied to a copper island.

**Energy of an island**

Let the island have free surface area A and base area B. Relative to the bare liner its energy is

E = γA + (γ_i − γ_L)B.

The definition of W gives γ_i − γ_L = γ − W, so

E = γA − (W − γ)B = γ(A + B) − WB.

The last form shows the whole surface of the copper being paid for, underside included, before the adhesion is credited.

Next comes the shape of the free surface. Moving a small patch outwards changes its area in proportion to κ, the sum of the two principal curvatures. If κ varied over the surface, copper could move from places of high κ to places of low κ and lower A at constant volume. In equilibrium κ is therefore uniform. For an island with a round base, let r be the distance from the axis and ψ the inclination of the surface. Then

κ = (1/r) d(r sin ψ)/dr, so r sin ψ = κr²/2.

The integration constant is zero because the surface crosses the axis. Hence sin ψ = κr/2, which describes a sphere of radius R = 2/κ. The island is a spherical cap.

Write c = cos θ. Integrating over the sphere from its top to the edge gives

A = 2πR² ∫₀^θ sin t dt = 2πR²(1 − c),
B = π(R sin θ)² = πR²(1 − c²),
V = ∫ π(R² − z²) dz, from z = cR to R,
V = πR³(2 − 3c + c³)/3 = πR³(1 − c)²(2 + c)/3.

**The contact angle**

Constant volume means d(ln V) = 0:

3 dR/R + [−2/(1 − c) + 1/(2 + c)] dc = 0.

The bracket equals −3(1 + c)/[(1 − c)(2 + c)], so

dR/R = (1 + c) dc/[(1 − c)(2 + c)].

Insert this into the changes of the two areas:

dA = 2πR²[2(1 − c) dR/R − dc]
 = 2πR²[2(1 + c)/(2 + c) − 1] dc
 = 2πR² c dc/(2 + c),

dB = πR²[2(1 − c²) dR/R − 2c dc]
 = 2πR²[(1 + c)²/(2 + c) − c] dc
 = 2πR² dc/(2 + c).

Therefore dA = c dB, and B grows as c grows. The energy changes by

dE/dB = γ cos θ − (W − γ).

It vanishes when

W = γ(1 + cos θ), or cos θ = W/γ − 1.

This is the Young-Dupré relation. At smaller base area cos θ is smaller and dE/dB is negative; at larger base area it is positive. The stationary point is thus a minimum.

**(a) The angles**

For the weak liner, cos θ = 0.8/1.7 − 1 = −0.529. For metal A, cos θ = 2.8/1.7 − 1 = 0.647. Treating the others in the same way gives

W = 0.8 J/m²: θ = 122°
W = 1.7 J/m²: θ = 90°
W = 2.8 J/m²: θ = 50°
W = 3.2 J/m²: θ = 28°
W = 3.6 J/m²: W/γ − 1 = 1.118, so no angle exists.

The tempting threshold W = γ marks the passage through 90°, where the island is a hemisphere. At W = 0 the angle is 180° and the copper only touches the liner.

The first four angles were tested by minimising the energy over axisymmetric shapes that were not assumed to be spherical. The edges of the resulting shapes had angles of 121.97°, 90.00°, 49.68° and 28.07°, within 0.05° of the formula.

**(b) Complete wetting**

Rewrite the derivative as

dE/dB = −γ(1 − cos θ) − (W − 2γ).

If W ≥ 2γ, this is negative at every θ > 0. The island lowers its energy by spreading, however flat it already is.

The converse does not need the spherical cap. Free surface lies above every point of the base, so A ≥ B for any shape, and

E = γA − (W − γ)B ≥ (2γ − W)B.

If W < 2γ, the energy rises without bound as B grows, and unlimited spreading is excluded. In this model complete wetting therefore requires

W ≥ 2γ = 3.4 J/m² = 21.2 eV/nm².

Of the five liners, metal C alone passes, with a spreading coefficient S = W − 2γ = +0.2 J/m². The quantity 2γ is the work of cohesion of copper, so the liner must hold copper at least as strongly as copper holds itself.

The angle falls ever more steeply as W approaches the threshold. Put cos θ ≈ 1 − θ²/2 into the Young-Dupré relation:

θ ≈ √[2(2γ − W)/γ].

If W is 1 % below 2γ, then (2γ − W)/γ = 0.02 and θ ≈ 0.2 rad, or 11.5°. A small shortfall in adhesion gives a clearly finite angle.

**(c) Does the film break up at once?**

Open a hole of radius r with vertical walls in a wide film of thickness h, and spread the removed copper thinly over the rest. Each unit of opened area replaces a copper surface and an interface by bare liner:

γ_L − γ − γ_i = W − 2γ.

The wall adds an area 2πrh. The total change is

ΔE = 2πrhγ − πr²(2γ − W).

Setting the derivative 2πhγ − 2πr(2γ − W) to zero gives the critical radius and, on substitution, the barrier:

r* = hγ/(2γ − W), ΔE* = πh²γ²/(2γ − W).

For W = 0.8 J/m², r* = 3 × 1.7/2.6 = 2.0 nm and the barrier is 196 eV. For W = 3.2 J/m² they are 25.5 nm and 2550 eV. These barriers are upper limits, because vertical walls are not the cheapest. A wall inclined at an angle α to the liner also replaces a ring of flat top surface, and the net added area is

π(2r + h cot α)h/sin α − π[(r + h cot α)² − r²] = π[2rh tan(α/2) + h² cos α/(1 + cos α)],

instead of 2πrh. The critical radius is then hγ tan(α/2)/(2γ − W). For W = 3.2 J/m² and α = θ = 28° it falls to 6.4 nm, and the barrier falls to 300 eV.

The flat top has the least area, so any dip that does not reach the liner costs energy. A perfect film is therefore metastable where wetting is incomplete, and it does not break up at once. Upper limits alone cannot show that the barrier is high, so let the whole surface around the hole relax. It then has uniform κ, meets the liner at the angle θ and becomes level at the outer edge of the film. For a film 1 µm in radius, with its copper volume conserved, the barrier is about 33 eV on the weak liner and 45 eV on metal B. The critical radii are about 0.4 nm and 1.0 nm. These values fall slowly as the film gets wider (for a radius of 1 cm the barriers are about 16 and 18 eV), and at such small radii a continuum model is only a rough guide. Thermal energy at 650 K is below 0.1 eV, so break-up of a perfect film by thermal fluctuation is still not expected, even on the weak liner.

A hole larger than the critical radius for its wall shape grows. For a given wall slope, stronger adhesion raises the size of pinhole that the film survives. A seed layer deposited with large enough gaps already open can break up without crossing the barrier. The barriers also assume a film without grain boundaries: in a polycrystalline film, grooves along the boundaries can deepen until they reach the liner and open holes there.

**What the model leaves out**

Real copper has facets. Take a square block of width L and height H, with energy γ_t for its top and underside and γ_s for its sides. At volume V = L²H,

E = (2γ_t − W)L² + 4γ_s V/L.

Setting dE/dL = 0 gives L³ = 2γ_s V/(2γ_t − W), and hence

H/L = V/L³ = (2γ_t − W)/(2γ_s).

The block flattens completely at W = 2γ_t: what counts is the facet parallel to the liner. With γ_t = 1.7, γ_s = 1.87 and W = 2.8 J/m², H/L = 0.6/3.74 = 0.16. If the relevant surface energy differs from 1.7 J/m² by 10 % either way, the threshold moves between 3.06 and 3.74 J/m². With W held fixed, metal B then wets at the low end, and metal C has an angle of 22° at the high end.

Copper adsorbed on the liner lowers γ_L, and W falls by the same amount. An assumed lowering of 0.3 J/m² takes metal C from complete wetting to 20°, and metal B from 28° to 45°. For a liner in full equilibrium with copper, S cannot be positive: its surface energy cannot exceed γ + γ_i, the energy it would have under a thick copper film. A value W ≥ 2γ calculated for the bare liner is therefore necessary for complete wetting, but it does not guarantee it once adsorption is allowed.

Strain also opposes spreading. A film stretched equally in two directions by ε, with biaxial modulus M, stores Mε²h per unit area. For rough values M = 200 GPa and ε = 2 %, a 3 nm film stores 0.24 J/m², more than the 0.2 J/m² by which metal C passes. If the film keeps this full strain while an island would be relaxed, the advantage is gone beyond 2.5 nm. The modulus of copper depends on orientation, from about 115 GPa for a (100) film to 260 GPa for a (111) film, which puts this limit between 4.4 and 1.9 nm. A thermal strain of 0.35 % stores only 0.007 J/m².

Heating from 300 to 650 K, with γ falling by a rough 0.2 mJ/m² per kelvin and γ_L and γ_i held fixed, changes the angle on metal B from 28° to 23°. This depends on the liner: if γ_L − γ_i fell by as much as γ, the angle would be 29°, almost unchanged. Gravity is negligible: for a 50 nm island its ratio to surface energy is about 10⁻¹⁰.

**Beside a real interconnect**

The value 1.7 J/m² is a rough figure for solid copper, and the adhesion energies are round values spanning weak to strong bonding, not measurements of particular liners. A real seed layer is polycrystalline and its liner may be oxidised. If oxidation reduced W from 3.2 to 0.8 J/m², the angle would rise from 28° to 122°, a larger change than any estimated above.

The source of W matters as well. A fracture test measures the reversible work plus the energy dissipated by plastic flow. If 2.0 J/m² of plastic work accompanied a true W of 1.7 J/m², the measured 3.7 J/m² would suggest complete wetting, while the equilibrium angle is 90°. The criterion W ≥ 2γ applies to the reversible work, for the facet and the liner surface actually present. Within a few tenths of a J/m² of the threshold, the effects estimated here can reverse the verdict. The main values are in the numerical output, apart from those for inclined and relaxed hole walls, the orientation-dependent moduli and the 29° heating case.

Computed results

```
Copper surface energy (rough): 1.70 J/m^2
Wetting threshold: 3.40 J/m^2 = 21.2 eV/nm^2
Copper film thickness: 3.0 nm
weak, oxide-like: W = 0.8 J/m^2, W/gamma - 1 = -0.529, S = -2.6 J/m^2, angle: 122.0 deg
middling, nitride-like: W = 1.7 J/m^2, W/gamma - 1 = 0.000, S = -1.7 J/m^2, angle: 90.0 deg
strong, clean metal A: W = 2.8 J/m^2, W/gamma - 1 = 0.647, S = -0.6 J/m^2, angle: 49.7 deg
strong, clean metal B: W = 3.2 J/m^2, W/gamma - 1 = 0.882, S = -0.2 J/m^2, angle: 28.1 deg
strong, clean metal C: W = 3.6 J/m^2, W/gamma - 1 = 1.118, S = +0.2 J/m^2, angle: complete wetting
W = 0.8 J/m^2: free-shape angle 121.97 deg, critical hole radius 1.96 nm, barrier 196 eV
W = 1.7 J/m^2: free-shape angle 90.00 deg, critical hole radius 3.00 nm, barrier 300 eV
W = 2.8 J/m^2: free-shape angle 49.68 deg, critical hole radius 8.50 nm, barrier 850 eV
W = 3.2 J/m^2: free-shape angle 28.07 deg, critical hole radius 25.50 nm, barrier 2550 eV
Angle when W is 1 % below threshold: 11.5 deg
Faceted block, W = 2.8 J/m^2, side energy 1.87 J/m^2: height/width = 0.160
Neglected effects, with rough inputs:
Facet variation +-10 %: threshold from 3.06 to 3.74 J/m^2
  W = 2.8 J/m^2 held: 33.9 deg at low gamma, 60.2 deg at high gamma
  W = 3.2 J/m^2 held: complete wetting at low gamma, 44.7 deg at high gamma
  W = 3.6 J/m^2 held: complete wetting at low gamma, 22.3 deg at high gamma
Heating 300 to 650 K at 0.2 mJ/(m^2 K): gamma = 1.63 J/m^2
  W = 2.8 J/m^2 becomes 2.73 J/m^2, angle 47.6 deg
  W = 3.2 J/m^2 becomes 3.13 J/m^2, angle 23.0 deg
Adsorbed copper lowers liner energy by 0.3 J/m^2 (assumed):
  W = 2.8 J/m^2: effective W = 2.5 J/m^2, angle 61.9 deg
  W = 3.2 J/m^2: effective W = 2.9 J/m^2, angle 45.1 deg
  W = 3.6 J/m^2: effective W = 3.3 J/m^2, angle 19.7 deg
Biaxial modulus: 200 GPa; misfit strain: 2.0 %; thermal strain: 0.35 %
Misfit strain energy of the film: 0.24 J/m^2
Thermal strain energy of the film: 0.0074 J/m^2
Thickness at which misfit energy cancels S = 0.2 J/m^2: 2.5 nm
Plastic work 2.0 J/m^2 added to W = 1.7 J/m^2: apparent 3.7 J/m^2
  false verdict: complete wetting; true angle: 90.0 deg
Gravity/surface energy ratio for a 50 nm island: 1.3e-10
```
